# Herzberg–Teller Transition-Moment Derivatives: Lending States and the Symmetry of Inducing Modes, part 2

A spin-allowed electronic transition whose dipole moment is small or zero at the reference geometry can gain strength from vibrations. This requires the derivatives of the transition moment along the modes.

Hartree atomic units are used, with electron charge $-1$; $e$ denotes the elementary charge. The nuclei are clamped at

$$
\mathbf R_A=\mathbf R_A^{0}+\sum_k Q_k\,\mathbf u_{Ak},
\qquad \sum_A\mathbf u_{Ak}\cdot\mathbf u_{Ak}=1 ,
$$

so $Q_k$ is a length. The electronic Hamiltonian $H(Q)$ contains no spin terms and no magnetic field. Its eigenstates $|n(Q)\rangle$ are real and orthonormal, with energies $E_n(Q)$. A state or energy written without an argument is taken at $Q=0$. The initial state $i$ and final state $f\ne i$ are nondegenerate and isolated at $Q=0$, with signs continuous in $Q$.

The electronic dipole operator is $\boldsymbol\mu=-\sum_j\mathbf r_j$, where $\mathbf r_j$ are electron positions. Its matrix elements are $\boldsymbol\mu_{nm}$, and $\boldsymbol\mu_{fi}(Q)=\langle f(Q)|\boldsymbol\mu|i(Q)\rangle$. The vibronic couplings are $W_{nm}=\langle n|\partial H/\partial Q_k|m\rangle$ at $Q=0$. The derivative is

$$
\boldsymbol\mu'_k\equiv\frac{\partial\boldsymbol\mu_{fi}}{\partial Q_k}
=\sum_{n\ne f}\frac{W_{fn}\boldsymbol\mu_{ni}}{E_f-E_n}
+\sum_{n\ne i}\frac{\boldsymbol\mu_{fn}W_{ni}}{E_i-E_n}, \tag{11}
$$

The states $n$ are called lending states, or lenders. The first sum is lending to the final state, the second lending to the initial state. For a rigid translation the two complete sums cancel.

The terms $n=i$ in the first sum and $n=f$ in the second together form the permanent-dipole term, which does not depend on the coordinate origin:

$$
\frac{W_{fi}\boldsymbol\mu_{ii}}{E_f-E_i}+\frac{\boldsymbol\mu_{ff}W_{fi}}{E_i-E_f}
=\frac{W_{fi}\,(\boldsymbol\mu_{ii}-\boldsymbol\mu_{ff})}{E_f-E_i}. \tag{7}
$$

The derivative can also be found from separate calculations at displaced geometries. With $F(Q)$ one component of the moment, after states and signs are matched to the reference, and $h$ the step, the four-point formula is

$$
F'(0)\approx\frac{8[F(h)-F(-h)]-[F(2h)-F(-2h)]}{12h}. \tag{10}
$$

### The symmetry rule

Let $g$ be a symmetry operation of the reference geometry, $D(g)$ its $3\times3$ matrix acting on vectors, and $U_g$ its action on the electrons. Applied to a displaced molecule, $g$ produces another displaced molecule, with displacement $gQ$, so

$$
U_gH(Q)U_g^{-1}=H(gQ).
$$

Hence $U_g|f(Q)\rangle$ is an eigenstate of $H(gQ)$. Near $Q=0$ the state is nondegenerate and real, so it equals $\chi_f(g)|f(gQ)\rangle$ with $\chi_f(g)=\pm1$. Continuity fixes this sign to its value at $Q=0$, the character of $f$. The same holds for $i$. With $U_g^{-1}\boldsymbol\mu U_g=D(g)\boldsymbol\mu$,

$$
\boldsymbol\mu_{fi}(gQ)=\chi_f\chi_i\,\langle f(Q)|U_g^{-1}\boldsymbol\mu U_g|i(Q)\rangle
=\chi_f(g)\chi_i(g)\,D(g)\,\boldsymbol\mu_{fi}(Q). \tag{12}
$$

Take first a mode that only changes by a sign, $gQ_k=\chi_k(g)Q_k$, and a dipole component with $D(g)\to\chi_\alpha(g)$. The terms of (12) linear in $Q_k$ give $\chi_k\mu'_{k\alpha}=\chi_f\chi_i\chi_\alpha\mu'_{k\alpha}$. A nonzero derivative therefore requires $\chi_f\chi_k\chi_i=\chi_\alpha$ for every $g$.

For degenerate modes or dipole components, the linear coefficients form a matrix that maps the representation of the displacements to $\Gamma_f\otimes\Gamma_i\otimes\Gamma_\mu$. By Schur's lemma such a map vanishes between inequivalent irreducible representations. Both cases are covered by the rule

$$
\mu'_{k\alpha}\ne0\quad\text{requires}\quad
\Gamma_f\otimes\Gamma_k\otimes\Gamma_i\ \text{to contain}\ \Gamma(\mu_\alpha). \tag{13}
$$

The individual terms of (11) show which states can lend. The operator $\partial H/\partial Q_k$ transforms as $\Gamma_k$. A lender to $f$ must therefore occur in $\Gamma_f\otimes\Gamma_k$ and be dipole-allowed from $i$. A lender to $i$ must occur in $\Gamma_i\otimes\Gamma_k$ and be dipole-allowed from $f$. Neither operator acts on spin, so the lenders have the common spin of $f$ and $i$. If those spins differ, (11) vanishes and spin–orbit coupling is needed.

In a molecule with an inversion centre, $D=-1$ for inversion. Between two states of equal inversion parity the moment at $Q=0$ vanishes, and (13) admits ungerade modes only.

The rule is necessary, not sufficient. A rigid translation can satisfy it and still has zero derivative.

### From the derivative to line strengths

Within the adiabatic approximation each vibronic state is an electronic state times a vibrational function. To first order in the displacements, the moment between vibrational functions $v''$ of $i$ and $v'$ of $f$ is

$$
\mathbf M=\boldsymbol\mu_{fi}(0)\langle v'|v''\rangle+\sum_k\boldsymbol\mu'_k\langle v'|Q_k|v''\rangle .
$$

Let all nuclei have mass $M$, and let both surfaces be harmonic along $Q$ with the same frequency $\omega$ and the same minimum. Then $\chi_0\propto e^{-M\omega Q^2/2}$, with $\langle Q^2\rangle=1/(2M\omega)\equiv\sigma^2$. The normalized first excited function is $\chi_1=Q\chi_0/\sigma$, so

$$
\langle1|Q|0\rangle=\frac{\langle Q^2\rangle}{\sigma}=\sigma=\frac1{\sqrt{2M\omega}},\qquad
\mathbf M_{1\leftarrow0}=\frac{\boldsymbol\mu'_k}{\sqrt{2M\omega}}. \tag{14}
$$

If $\boldsymbol\mu_{fi}(0)=0$, the origin line has no strength at this order, since $\langle0|Q|0\rangle=0$. In absorption from the vibrational ground level, the first line induced by this mode lies one quantum $\omega$ above the missing origin.

For unequal masses, $M$ is replaced by $\sum_AM_A|\mathbf u_{Ak}|^2$. A program that uses mass-weighted normal coordinates $q$ has $q=\sqrt M\,Q$, so $\partial\boldsymbol\mu/\partial q=\boldsymbol\mu'/\sqrt M$ and $\langle1|q|0\rangle=1/\sqrt{2\omega}$. The product is again (14). The factor $\sqrt M$ must appear exactly once.

When the transition is allowed, the two parts of $\mathbf M$ can interfere. Suppose that the minimum of $f$ is shifted by $d$ along a totally symmetric mode. The product of the two ground functions is a Gaussian centred at $d/2$, so $\langle0'|Q|0\rangle=(d/2)\langle0'|0\rangle$ and

$$
\mathbf M_{0'\leftarrow0}=\langle0'|0\rangle\left[\boldsymbol\mu_{fi}(0)+\tfrac12 d\,\boldsymbol\mu'\right].
$$

The relative sign of moment and derivative now matters, so both must come from the same set of state signs.

### Where the linear form fails

Consider one lender $n$ above $f$ by a gap $\Delta$, with coupling $\lambda=W_{fn}$, moment $m$ between $n$ and $i$, and no direct moment between $f$ and $i$. Diagonalizing the two-state matrix with off-diagonal element $\lambda Q$ gives

$$
|f(Q)\rangle=\cos\theta\,|f\rangle-\sin\theta\,|n\rangle,\quad
\tan2\theta=\frac{2\lambda Q}{\Delta},\quad
\mu_{fi}(Q)=-m\sin\theta .
$$

Put $x=2\lambda Q/\Delta$. Then $\theta=x/2-x^3/6+\dots$, and $\sin\theta=\theta-\theta^3/6+\dots=\frac x2\bigl(1-\frac38x^2+\dots\bigr)$, so

$$
\mu_{fi}(Q)=-\frac{m\lambda Q}{\Delta}\left[1-\frac32\left(\frac{\lambda Q}{\Delta}\right)^2+\dots\right]. \tag{15}
$$

The linear term is the one in (11). In the one-quantum moment, $Q^2$ in the bracket is replaced by $\langle Q^4\rangle/\langle Q^2\rangle=3\sigma^2$, so the relative correction is $-\frac92(\lambda\sigma/\Delta)^2$. The expansion requires $|\lambda|\sigma\ll\Delta$. As the gap closes, the linear formula diverges, while the true two-state moment never exceeds $|m|/\sqrt2$ in magnitude.

The adiabatic approximation sets a second condition. Treat $\lambda Q$ instead as a perturbation between products of fixed electronic states and vibrational functions. The state $|f,1\rangle$ then mixes with $|n,0\rangle$, and the denominator is $E_f+\omega-E_n=-(\Delta-\omega)$ rather than $-\Delta$. The relative change of the term is about $\omega/\Delta$. When the gap is not large compared with $\omega$, or when $f$ or $i$ is degenerate, the coupled electronic states must be treated together in a vibronic matrix.

### The model

The example uses round parameters and represents no particular molecule. One electron moves in a plane in four Gaussian wells:

$$
H=-\tfrac12\nabla^2-V_0\sum_{A=1}^4e^{-|\mathbf r-\mathbf R_A|^2/(2s^2)},\qquad
\frac{\partial H}{\partial Q}=-\frac{V_0}{s^2}\sum_A\mathbf u_A\cdot(\mathbf r-\mathbf R_A)\,e^{-|\mathbf r-\mathbf R_A|^2/(2s^2)} .
$$

Here $V_0=3.0$ hartree and $s=1.2$ bohr. The centres lie at $(\pm1.3,\pm0.9)$ bohr. A fixed grid of $27\times27$ points makes $\partial H/\partial Q$ a plain multiplication and gives 729 states, all of which enter the sums.

With $z$ normal to the plane, the lowest energies in hartree are:

| State | Symmetry | Energy |
|---|---|---|
| 0 | $A_g$ | −4.2242 |
| 1 | $B_{3u}$ (odd in $x$) | −3.5606 |
| 2 | $B_{2u}$ (odd in $y$) | −3.0343 |
| 3 | $A_g$ | −2.6383 |
| 4 | $B_{1g}$ (odd in both) | −2.4032 |

The transition $0\to4$, at 1.8210 hartree, is dipole-forbidden.

The eight in-plane displacements comprise two each of $A_g$, $B_{1g}$, $B_{2u}$ and $B_{3u}$. Rule (13) gives $B_{1g}\otimes B_{2u}=B_{3u}$, so a $B_{2u}$ motion induces $x$ polarization. Likewise, a $B_{3u}$ motion induces $y$ polarization. One motion in each of these two species is a translation. For equal masses the vibration is orthogonal to it and is therefore fixed by symmetry. In the $B_{2u}$ vibration the upper pair of centres moves apart along $x$ while the lower pair closes. In the $B_{3u}$ vibration the right pair moves apart along $y$ while the left pair closes.

### The lending terms

For the $B_{2u}$ vibration the two largest terms of each sum are listed below, with $W$ in hartree/bohr, $\mu_x$ in $e\,$bohr, the denominator in hartree and the term in $e$.

| Lends to | $n$ | $W$ | $\mu_x$ | Denominator | Term |
|---|---|---|---|---|---|
| $f$ | 1 | 0.1492 | −0.8614 | 1.1574 | −0.1111 |
| $f$ | 6 | −0.2319 | −0.0521 | −0.6688 | −0.0181 |
| $i$ | 2 | 0.4219 | −0.8841 | −1.1899 | 0.3134 |
| $i$ | 7 | −0.2444 | −1.0741 | −2.6757 | −0.0981 |

The first row is $0.1492\times(-0.8614)/1.1574=-0.111$. The complete sums are

$$
\mu'_x=-0.1308+0.2166=0.0858\ e .
$$

Final-state lending alone would give the wrong sign and a squared moment $(0.1308/0.0858)^2\approx2.3$ times too large. The leading denominators of the two sums are nearly equal in size. Initial-state lending is larger here because its product of coupling and dipole is larger.

The four listed terms add to 0.0862, within 0.5% of the total. This agreement owes something to cancellation: the omitted terms are −0.0017 in the first sum and +0.0013 in the second.

For the $B_{3u}$ vibration the complete sums are

$$
\mu'_y=-0.2449+0.5187=0.2738\ e .
$$

The largest terms are −0.2455 from state 2 lending to $f$, and 0.6039 from state 1 lending to $i$. The two largest terms of each sum add to 0.2867, which is 4.7% above the total. Final-state lending alone would give 80% of the correct squared moment, but with the opposite sign of the derivative. A plausible intensity is thus no evidence that a truncated sum is sound.

### The induced lines

Take $M=20000$ electron masses and $\omega=0.01$ hartree for both vibrations, imposed on both surfaces. This equality is an assumption that the model itself does not satisfy. Its electronic curvatures differ by $E_f''-E_i''\approx0.28$ ($B_{2u}$) and $1.0$ ($B_{3u}$) hartree/bohr², against $M\omega^2=2$. With $\omega=0.01$ hartree in state $i$, the frequencies in state $f$ would be about 0.0107 and 0.0122 hartree, and the integrated $B_{3u}$ moment given below would be about 0.6% lower. The equal-frequency values are used here. Then $\sigma=1/\sqrt{2\times20000\times0.01}=0.050$ bohr, and (14) gives

$$
M_x=0.0858\times0.050=0.00429\ e\,\text{bohr}=0.0109\ \text{D},\qquad
M_y=0.2738\times0.050=0.0137\ e\,\text{bohr}=0.0348\ \text{D}.
$$

Relative to the squared moments of the allowed transitions $0\to1$ ($x$) and $0\to2$ ($y$), these lines have strengths $2.5\times10^{-5}$ and $4.5\times10^{-4}$.

Integrating the full function $\mu_{fi}(Q)$ between the vibrational functions gives 0.00429 and 0.0135 $e\,$bohr. The linear value for $B_{3u}$ is 1.2% above the integrated one. By (12) the moment is odd in $Q$, so the first neglected term is cubic. The two-state estimate after (15), applied by analogy to the leading initial-state lender, is $\frac92(0.610\times0.050/0.664)^2\approx1\%$. This figure is relative to that lender's own term, $0.6039\,e$. Relative to the total of $0.2738\,e$ it is about 2%. It has the right order, but it does not derive the difference, since the other states also contribute at cubic order.

The integration retains the adiabatic approximation. For the leading $B_{3u}$ lenders $\omega/\Delta$ is about 1.5%, which indicates the size of the change in each of those terms. Replacing the denominators by $E_f+\omega-E_n$ and $E_i-\omega-E_n$ in all terms lowers both totals by about 1.8%, more than the cubic correction. For $B_{2u}$ this is twice the change of the leading terms, about 0.85%, because the two sums partly cancel. The third digit of the moments above is therefore not meaningful beyond the adiabatic approximation.

### Numerical check

The numerical check compares (11) with four-point finite differences for all eight displacement patterns and all pairs among the seven lowest states. The largest disagreement is $2.3\times10^{-10}\,e$. The 252 derivatives that (13) forbids are at most $4.5\times10^{-12}\,e$ in the finite differences.

For the transition $0\to4$ and a translation along $y$, the two sums are $0.3295$ and $-0.3295\,e$, and they cancel to $7\times10^{-10}\,e$. Along $x$ they are $\pm0.1843\,e$ and cancel to $5\times10^{-8}\,e$.

At a distorted geometry without symmetry, the $x$ derivative for $0\to1$ is $0.4109\,e$ by both routes. The permanent-dipole term contributes $0.1569\,e$ of it, or 38%. The program also confirms there that the total of the two complete sums does not change when the origin is moved. Each sum alone does change, because $W_{fi}\ne0$: adding $5\,e\,$bohr to $\mu_x$ takes them from $0.209$ and $0.202\,e$ to $-1.347$ and $1.758\,e$. The division into final-state and initial-state lending is then not independent of the origin.

## Calculated quantities

```
Well depth 3.0 hartree, width 1.2 bohr
Half sides of rectangle: 1.3, 0.9 bohr
Grid: 27 x 27 points, spacing 0.5 bohr
States in each sum (grid dimension): 729
State 0: Ag  E = -4.22422 hartree
State 1: B3u E = -3.56059 hartree
State 2: B2u E = -3.03429 hartree
State 3: Ag  E = -2.63828 hartree
State 4: B1g E = -2.40318 hartree
State 5: Ag  E = -1.93306 hartree
State 6: B3u E = -1.73442 hartree
Forbidden transition: state 0 -> state 4, energy 1.82104 hartree
Largest |sum over states - finite difference|: 2.3e-10 e
Symmetry-forbidden derivatives tested: 252, largest 4.5e-12 e
Symmetry-allowed derivatives tested: 84
Translation along y: final 0.32947, initial -0.32947, |total| 6.9e-10 e
Translation along x: final 0.18427, initial -0.18427, |total| 4.8e-08 e
Nuclear mass 20000 m_e, frequency 0.01 hartree
Zero-point rms amplitude 0.05000 bohr
B2u vibration, x-polarized: final -0.13079, initial 0.21660 e
  derivative: sums 0.085810, finite difference 0.085810 e
  final lender 1: W 0.14924 hartree/bohr, mu -0.86142 e bohr,
    denominator 1.15741 hartree, term -0.11107 e
  final lender 6: W -0.23187 hartree/bohr, mu -0.05207 e bohr,
    denominator -0.66876 hartree, term -0.01805 e
  initial lender 2: W 0.42185 hartree/bohr, mu -0.88405 e bohr,
    denominator -1.18993 hartree, term 0.31341 e
  initial lender 7: W -0.24439 hartree/bohr, mu -1.07413 e bohr,
    denominator -2.67568 hartree, term -0.09811 e
  sum of these four terms: 0.08618 e
  one-quantum moment: linear 0.004291, quadrature 0.004294 e bohr
  linear moment in debye: 0.01091 D
  allowed moment 0.86142 e bohr, squared ratio 2.481e-05
B3u vibration, y-polarized: final -0.24493, initial 0.51870 e
  derivative: sums 0.273767, finite difference 0.273767 e
  final lender 2: W 0.23915 hartree/bohr, mu -0.64788 e bohr,
    denominator 0.63111 hartree, term -0.24550 e
  final lender 9: W -0.30333 hartree/bohr, mu 0.00996 e bohr,
    denominator -1.42535 hartree, term 0.00212 e
  initial lender 1: W 0.61045 hartree/bohr, mu -0.65650 e bohr,
    denominator -0.66363 hartree, term 0.60388 e
  initial lender 8: W -0.22267 hartree/bohr, mu -0.95633 e bohr,
    denominator -2.88695 hartree, term -0.07376 e
  sum of these four terms: 0.28674 e
  one-quantum moment: linear 0.013688, quadrature 0.013532 e bohr
  linear moment in debye: 0.03479 D
  allowed moment 0.64788 e bohr, squared ratio 4.464e-04
No symmetry, states 0 -> 1, x: sums 0.410936, finite difference 0.410936 e
  of which permanent-dipole term 0.156887 e
```
